# The Linear Polarization Term in s-Wave Effective-Range Theory: a numerical check

```python
"""
Low-energy s-wave scattering by a core plus a polarization tail.
Result under test, in atomic units, for k -> 0 and scattering length A != 0:
    k cot(delta) = -1/A + pi*alpha*k/(3*A**2)
                   + 4*alpha*k**2*log(k)/(3*A) + O(k**2)
k      wave number (1/a0)
delta  s-wave phase shift
alpha  dipole polarizability (a0^3); tail V(r) = -alpha/(2 r^4) for r > d
d      core radius (a0); V(r) = v_core (hartree) for r < d
A      scattering length: zero-energy wave proportional to 1 - r/A far away
a, b   amplitudes in u(r) -> a*cos(k r) + b*sin(k r)/k, so k cot(delta) = b/a
The phase shifts come from direct integration of the radial equation.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_M = physical_constants["Bohr radius"][0]


def core_wave(k, v_core, d):
    """Regular solution and its slope at r=d, with unit slope at the origin."""
    w = k * k - 2.0 * v_core
    if abs(w) < 1e-14:
        return d, 1.0
    q = np.sqrt(abs(w))
    if w > 0:
        return np.sin(q * d) / q, np.cos(q * d)
    return np.sinh(q * d) / q, np.cosh(q * d)


def integrate_wave(k, v_core, d, strength, power, r_end):
    """Integrate u'' = (-strength/r^power - k^2) u from d to r_end."""
    def rhs(r, y):
        return [y[1], (-strength / r**power - k * k) * y[0]]
    sol = solve_ivp(rhs, (d, r_end), core_wave(k, v_core, d),
                    method="DOP853", rtol=1e-13, atol=1e-14)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


def amplitudes(k, v_core, d, strength, power=4):
    """Project the numerical wave on free waves at k r = 60."""
    r_end = 60.0 / k
    u, du = integrate_wave(k, v_core, d, strength, power, r_end)
    sn, cs = np.sin(k * r_end), np.cos(k * r_end)
    return u * cs - du * sn / k, du * cs + k * u * sn


def zero_energy_amplitudes(v_core, d, alpha):
    """Match the core to r cos(beta/r) and r sin(beta/r)/beta."""
    beta = np.sqrt(alpha)
    z = beta / d
    f, df = d * np.cos(z), np.cos(z) + z * np.sin(z)
    g, dg = d * np.sin(z) / beta, (np.sin(z) - z * np.cos(z)) / beta
    u, du = core_wave(0.0, v_core, d)
    return u * df - du * f, du * g - u * dg


def limit_of_slope(values):
    """Limit at k=0 from k=h,2h,4h; cancels terms in k and k*log(k)."""
    return 4.0 * values[0] - 4.0 * values[1] + values[2]


# The dimensionless integral that fixes the linear coefficient.
def integrand(x):
    if x < 0.05:
        return 1 / 3 - 2 * x**2 / 45 + x**4 / 315
    return (x * x - np.sin(x)**2) / x**4


x_max = 200.0
integral = quad(integrand, 0, 1)[0]
integral += quad(integrand, 1, x_max, limit=500)[0]
integral += 1 / x_max      # tail of 1/x^2; omitted part is about 2e-8
assert abs(integral - np.pi / 3) < 1e-6

# Linear coefficient for two cores, giving both signs of A.
small_k = np.array([0.001, 0.002, 0.004])
alpha, d = 10.0, 2.0
results = []
for v_core in (2.5, -0.2):
    a0, b0 = zero_energy_amplitudes(v_core, d, alpha)
    A = -a0 / b0
    # The outward extrapolated intercept has an error alpha/r_end = 1e-4.
    r_far = 1e5
    u, du = integrate_wave(0.0, v_core, d, alpha, 4, r_far)
    A_direct = r_far - u / du
    assert abs(A_direct - A) < 3e-4
    amp = np.array([amplitudes(k, v_core, d, alpha) for k in small_k])
    a_rel, b_rel = amp[:, 0] / a0, amp[:, 1] / a0
    kcot = b_rel / a_rel
    slope = np.pi * alpha / (3 * A**2)
    slope_num = limit_of_slope((kcot + 1 / A) / small_k)
    # One percent covers terms of third order in k, with logarithms.
    assert abs(slope_num / slope - 1) < 0.01
    a_slope = limit_of_slope((a_rel - 1) / small_k)
    b_slope = limit_of_slope((b_rel + 1 / A) / small_k)
    assert abs(a_slope / (np.pi * alpha / (3 * A)) - 1) < 0.01
    assert abs(b_slope) < 0.01 * slope
    sigma = 4 * np.pi / (small_k**2 + kcot**2)
    sig_slope = limit_of_slope((sigma / (4 * np.pi * A**2) - 1) / small_k)
    sig_formula = 2 * np.pi * alpha / (3 * A)
    assert abs(sig_slope / sig_formula - 1) < 0.01
    results.append((v_core, A, A_direct, slope, slope_num,
                    sig_formula, sig_slope))
assert results[0][1] < 0 < results[1][1]

# A tail falling as 1/r^6, equal to the other tail at r=d: no linear term.
k6 = np.array([0.005, 0.01, 0.02])
kcot6 = []
for k in k6:
    a6, b6 = amplitudes(k, 2.5, d, alpha * d**2, power=6)
    kcot6.append(b6 / a6)
slope6 = np.linalg.solve(np.vander(k6, 3), np.array(kcot6))[1]
assert abs(slope6) < 0.01 * results[0][3]

# Logarithmic term, tested where higher powers of k are small.
aw, bw = zero_energy_amplitudes(-0.5, 1.0, 1.0)
A_weak = -aw / bw
remainders = []
for k in (0.002, 0.004):
    a, b = amplitudes(k, -0.5, 1.0, 1.0)
    remainders.append((b / a + 1 / A_weak
                       - np.pi * k / (3 * A_weak**2)) / k**2)
log_num = (remainders[1] - remainders[0]) / np.log(2)
log_formula = 4 / (3 * A_weak)
# The allowance covers the next power of k and the integration error.
assert abs(log_num / log_formula - 1) < 0.08

# Vanishing scattering length: tan(delta) starts at k^2.
v_zero = brentq(lambda v: zero_energy_amplitudes(v, 1.0, 1.0)[0], 2.0, 5.0,
                xtol=1e-13)
k_zero = 0.002
a, b = amplitudes(k_zero, v_zero, 1.0, 1.0)
tan_ratio = (k_zero * a / b) / k_zero**2
assert abs(tan_ratio / (-np.pi / 3) - 1) < 0.02

# Worked example.
v_core, A, A_direct, slope, slope_num, sig_formula, sig_slope = results[0]
print(f"polarizability alpha = {alpha:.1f} a0^3")
print(f"core radius d = {d:.1f} a0")
print(f"core potential = {v_core:.1f} hartree")
print(f"integral, quadrature = {integral:.6f} (dimensionless)")
print(f"pi/3 = {np.pi / 3:.6f} (dimensionless)")
print(f"scattering length A, matching = {A:.4f} a0")
print(f"scattering length A, integration = {A_direct:.4f} a0")
print(f"-1/A = {-1 / A:.5f} 1/a0")
print(f"linear coefficient, formula = {slope:.4f} (dimensionless)")
print(f"linear coefficient, integration = {slope_num:.4f} (dimensionless)")
print(f"limiting wave number 3|A|/(pi alpha) = "
      f"{3 * abs(A) / (np.pi * alpha):.4f} 1/a0")
print(f"relative sigma0 slope, formula = {sig_formula:.3f} a0")
print(f"relative sigma0 slope, integration = {sig_slope:.3f} a0")
print(f"zero-energy cross section = {4 * np.pi * A**2:.3f} a0^2")
print(f"zero-energy cross section = {4 * np.pi * A**2 * BOHR_M**2:.3e} m^2")
print("k [1/a0], E [meV], k cot delta [1/a0]: direct, linear formula")
rows = []
for k in (0.005, 0.01, 0.02, 0.04):
    a, b = amplitudes(k, v_core, d, alpha)
    direct, linear = b / a, -1 / A + slope * k
    energy = 500 * k**2 * HARTREE_EV
    rows.append((k, direct, linear))
    print(f"  {k:.3f}  {energy:.3f}  {direct:.5f}  {linear:.5f}")
print("k [1/a0], sigma0 [a0^2]: direct, linear formula, constant -1/A")
for k, direct, linear in rows:
    sig = [4 * np.pi / (k**2 + value**2) for value in (direct, linear, -1 / A)]
    print(f"  {k:.3f}  {sig[0]:.3f}  {sig[1]:.3f}  {sig[2]:.3f}")
print(f"second core potential = {results[1][0]:.1f} hartree")
print(f"second core A = {results[1][1]:.4f} a0")
print(f"second core linear coefficient, formula = {results[1][3]:.5f}")
print(f"second core linear coefficient, integration = {results[1][4]:.5f}")
print(f"1/r^6 tail: fitted linear coefficient = {slope6:.5f}")
print("log test: alpha = 1 a0^3, d = 1 a0, core = -0.5 hartree")
print(f"log test: A = {A_weak:.4f} a0")
print(f"log coefficient, formula = {log_formula:.4f} a0")
print(f"log coefficient, integration = {log_num:.4f} a0")
print(f"A=0 test: alpha = 1 a0^3, d = 1 a0, core = {v_zero:.5f} hartree")
print(f"A=0 test: tan(delta)/k^2 at k={k_zero:.3f} 1/a0 = "
      f"{tan_ratio:.5f} a0^2")
print("all tests passed")
```

It prints:

```
polarizability alpha = 10.0 a0^3
core radius d = 2.0 a0
core potential = 2.5 hartree
integral, quadrature = 1.047198 (dimensionless)
pi/3 = 1.047198 (dimensionless)
scattering length A, matching = -1.4792 a0
scattering length A, integration = -1.4791 a0
-1/A = 0.67603 1/a0
linear coefficient, formula = 4.7859 (dimensionless)
linear coefficient, integration = 4.7878 (dimensionless)
limiting wave number 3|A|/(pi alpha) = 0.1413 1/a0
relative sigma0 slope, formula = -14.159 a0
relative sigma0 slope, integration = -14.157 a0
zero-energy cross section = 27.497 a0^2
zero-energy cross section = 7.700e-20 m^2
k [1/a0], E [meV], k cot delta [1/a0]: direct, linear formula
  0.005  0.340  0.70148  0.69996
  0.010  1.361  0.72957  0.72389
  0.020  5.442  0.79367  0.77175
  0.040  21.769  0.95892  0.86747
k [1/a0], sigma0 [a0^2]: direct, linear formula, constant -1/A
  0.005  25.536  25.647  27.495
  0.010  23.604  23.976  27.490
  0.020  19.937  21.085  27.472
  0.040  13.642  16.664  27.401
second core potential = -0.2 hartree
second core A = 8.0732 a0
second core linear coefficient, formula = 0.16067
second core linear coefficient, integration = 0.16065
1/r^6 tail: fitted linear coefficient = 0.00185
log test: alpha = 1 a0^3, d = 1 a0, core = -0.5 hartree
log test: A = -4.3275 a0
log coefficient, formula = -0.3081 a0
log coefficient, integration = -0.3077 a0
A=0 test: alpha = 1 a0^3, d = 1 a0, core = 3.18736 hartree
A=0 test: tan(delta)/k^2 at k=0.002 1/a0 = -1.04512 a0^2
all tests passed
```
